\section*{Equilibrium Capillary Width of a Millimetre-Sized Rough Crystal Surface}

\section{The form of the answer}

Let a crystal surface be flat on average, with height \(h(x,y)\) above its mean plane and small slopes. It costs energy to tilt the surface but not to shift it as a whole, so the leading energy is quadratic in the slope,
\begin{equation}
F=\frac{\Gamma}{2}\int |\nabla h|^2\,dx\,dy ,
\label{F}
\end{equation}
where \(\Gamma\) is the surface stiffness, an energy per area. Write \(h=u\sqrt{kT/\Gamma}\). Then \(F/kT=\frac12\int|\nabla u|^2dx\,dy\) contains neither temperature nor stiffness. The mean-square width \(w^2=\langle h^2\rangle\) must therefore be \(kT/\Gamma\), which is an area, times a function of the one remaining ratio, the side \(L\) of the surface over the atomic length \(a\):
\begin{equation}
w^2=\frac{kT}{\Gamma}\,\phi(L/a).
\end{equation}

A second symmetry fixes \(\phi\). If all lateral lengths are stretched by a factor \(b\), the area element grows by \(b^2\) and \(|\nabla h|^2\) falls by \(b^2\), so \(F\) is unchanged. Waves with lengths between \(\lambda\) and \(b\lambda\) thus add the same amount to \(w^2\) whatever \(\lambda\) is. For \(L\gg a\) the difference \(\phi(bL/a)-\phi(L/a)\) depends on \(b\) alone, which makes \(\phi\) a logarithm plus a constant.

The coefficient follows from counting waves. A wave of wavevector \(q\) has energy proportional to \(\Gamma L^2q^2\), and hence mean-square amplitude \(kT/(\Gamma L^2q^2)\). There are \(L^2\,2\pi q\,dq/(4\pi^2)\) waves between \(q\) and \(q+dq\). Their product is \((kT/2\pi\Gamma)\,dq/q\), so
\begin{equation}
w^2\approx\frac{kT}{2\pi\Gamma}\ln\frac{L}{a}.
\label{est}
\end{equation}

At \(T=1000\) K, \(kT=1.381\times10^{-20}\) J. With \(\Gamma=1\) J/m\(^2\) the prefactor is \(0.002197\) nm\(^2\). For \(L=1\) mm and \(a=0.328\) nm, a value derived below, \(\ln(L/a)=14.93\), and
\begin{equation}
w\approx\sqrt{0.002197\times14.93}\ \text{nm}=\sqrt{0.0328}\ \text{nm}=0.18\ \text{nm}.
\end{equation}
A ratio of three million in length enters as a factor of 15 in \(w^2\), and as less than 4 in \(w\).

This is the width in full thermal equilibrium of a surface above its roughening temperature. Both conditions restrict the result, and both are examined below.

\section{Controlled derivation}

\subsection{Where the stiffness comes from}

Let \(\gamma(\theta)\) be the surface energy per actual area at tilt angle \(\theta\), and \(p=\tan\theta\) the slope. A tilted piece has \(\sqrt{1+p^2}\) times its projected area, so the energy per projected area is \(f(p)=\gamma(\theta)\sqrt{1+p^2}\). Since \(\theta=p+O(p^3)\),
\begin{align}
f(p)&=\left(\gamma+\gamma'p+\tfrac12\gamma''p^2\right)\left(1+\tfrac12p^2\right)+O(p^3)\nonumber\\
&=\gamma+\gamma'p+\tfrac12(\gamma+\gamma'')p^2+O(p^3),
\end{align}
with \(\gamma\) and its derivatives taken at \(\theta=0\). The constant does not depend on \(h\). The linear term integrates to zero on a periodic surface, because \(h\) returns to its starting value. What remains is Eq.~\eqref{F} with \(\Gamma=\gamma+\gamma''\). The stiffness is first taken to be equal in all directions. It is the macroscopic stiffness, which already includes the effect of short waves on long ones.

\subsection{Equipartition}

On a periodic square of side \(L\) write
\begin{equation}
h(\mathbf r)=\sum_{\mathbf q\neq0}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},\qquad
\mathbf q=\frac{2\pi}{L}(n_x,n_y),\qquad h_{-\mathbf q}=h_{\mathbf q}^* .
\end{equation}
The term \(\mathbf q=0\) is the mean height and is excluded from the width. Different waves are orthogonal over the square, so
\begin{equation}
F=\frac{\Gamma L^2}{2}\sum_{\mathbf q\neq0}q^2|h_{\mathbf q}|^2 .
\end{equation}
The pair \(\mathbf q,-\mathbf q\) appears twice in the sum. With \(h_{\mathbf q}=X+iY\) its energy is \(\Gamma L^2q^2(X^2+Y^2)\). Each of the two quadratic terms has mean \(kT/2\), so \(\langle X^2\rangle=\langle Y^2\rangle=kT/(2\Gamma L^2q^2)\) and
\begin{equation}
\langle|h_{\mathbf q}|^2\rangle=\frac{kT}{\Gamma L^2q^2}.
\label{eq}
\end{equation}

As an illustration, a single cosine wave \(A\cos(2\pi x/L)\) has energy \(\frac14\Gamma L^2(2\pi/L)^2A^2=\pi^2\Gamma A^2\). Setting its mean to \(kT/2\) gives \(\langle A^2\rangle=kT/(2\pi^2\Gamma)\), in which \(L\) has cancelled. The rms amplitude is 0.026 nm, for a wave one millimetre long.

\subsection{The sum and its constant}

The area average of \(h^2\) is \(\sum|h_{\mathbf q}|^2\). Inserting \(q^2=4\pi^2n^2/L^2\) with \(n^2=n_x^2+n_y^2\),
\begin{equation}
w^2=\frac{kT}{4\pi^2\Gamma}\sum_{\mathbf n\neq0}\frac1{n^2}
=\frac{kT}{2\pi\Gamma}\left[\ln\frac La+c\right].
\label{main}
\end{equation}
The second form holds for \(L\gg a\), because the sum over a large disc grows as \(\int2\pi n\,dn/n^2\). The number \(c\) depends on how the sum is stopped at short wavelengths. Two different choices show how much this matters.

\emph{Circular cutoff.} With one height per area \(a^2\) there are \(L^2/a^2\) waves. A disc \(q<\Lambda\) holds \(\pi\Lambda^2L^2/4\pi^2\) of them, so \(\Lambda=2\sqrt\pi/a\). Explicit summation over integer pairs up to \(n=1000\) gives \(c=-0.161\), and \(w=0.180\) nm.

\emph{Square lattice of heights.} Let the energy be \(\frac\Gamma2\) times the sum of squared height differences between neighbours, on \(N\times N\) sites with \(N=L/a\). A difference along \(x\) multiplies a wave by \(e^{ik_x}-1\), whose squared modulus is \(2-2\cos k_x\). So \(a^2q^2\) is replaced by \(4-2\cos k_x-2\cos k_y\), and
\begin{equation}
w^2=\frac{kT}{\Gamma N^2}\sum_{\mathbf k\neq0}\frac1{4-2\cos k_x-2\cos k_y}.
\end{equation}
One of the two sums can be done in closed form. For \(k_x\neq0\) define \(\mu>0\) by \(2\cosh\mu=4-2\cos k_x\). Summing two geometric series gives
\begin{equation}
\sum_{m=-\infty}^{\infty}e^{-\mu|m|+ikm}=\frac{\sinh\mu}{\cosh\mu-\cos k}.
\end{equation}
Divide by \(2\sinh\mu\) and sum over the \(N\) values \(k=2\pi j/N\). The phases cancel unless \(m\) is a multiple of \(N\), so
\begin{equation}
\sum_k\frac1{2\cosh\mu-2\cos k}=\frac{N}{2\sinh\mu}\sum_{l=-\infty}^{\infty}e^{-\mu N|l|}
=\frac{N\coth(N\mu/2)}{2\sinh\mu}.
\label{coth}
\end{equation}
The row \(k_x=0\) lacks its term \(k_y=0\). Subtract that term, \(1/(2\cosh\mu-2)\), from Eq.~\eqref{coth} and let \(\mu\to0\):
\begin{equation}
\left(\frac1{\mu^2}-\frac16+\frac{N^2}{12}\right)-\left(\frac1{\mu^2}-\frac1{12}\right)=\frac{N^2-1}{12}.
\end{equation}
A single sum over \(k_x\) is left, and it can be carried out for the whole millimetre, \(N=3\,050\,558\). The result is \(c=0.306\) and \(w=0.183\) nm.

The two cutoffs and the bare estimate, \(c=0\), give 0.180, 0.183 and 0.181 nm. Within this quadratic model these three treatments of the atomic scale all round to 0.18 nm.

\subsection{Unequal stiffnesses}

If the principal stiffnesses are \(\Gamma_1\) and \(\Gamma_2\), then \(\Gamma q^2\) becomes \(\Gamma_1q_x^2+\Gamma_2q_y^2\). The angular integral, formerly \(2\pi/\Gamma\), is found with \(t=\tan\varphi\):
\begin{equation}
\int_0^{2\pi}\!\frac{d\varphi}{\Gamma_1\cos^2\varphi+\Gamma_2\sin^2\varphi}
=4\int_0^\infty\!\frac{dt}{\Gamma_1+\Gamma_2t^2}=\frac{2\pi}{\sqrt{\Gamma_1\Gamma_2}} .
\end{equation}
In the logarithmic term \(\Gamma\) is thus replaced by the geometric mean \(\sqrt{\Gamma_1\Gamma_2}\).

\section{When the surface is rough}

Equation~\eqref{F} ignores the preference of the surface for heights that complete an atomic layer. Let \(d\) be the layer spacing and add a pinning energy \(-V\cos(2\pi h/d)\) per area. To first order in \(V\) its effect is its average over the Gaussian heights,
\begin{equation}
\left\langle\cos\frac{2\pi h}{d}\right\rangle=e^{-2\pi^2w^2/d^2}
\propto\left(\frac La\right)^{-\pi kT/(\Gamma d^2)},
\end{equation}
where the last step uses Eq.~\eqref{main}. The pinning energy of the whole area then scales as
\begin{equation}
L^2\left\langle\cos\frac{2\pi h}{d}\right\rangle\propto L^{\,2-\pi kT/(\Gamma d^2)} .
\end{equation}
The thermal energy of a wave is of order \(kT\) at every size. If the exponent is positive, pinning wins on large scales and the surface locks to a layer. If it is negative, pinning fades and the logarithm survives. The surface can therefore be rough if
\begin{equation}
kT>\frac{2}{\pi}\,\Gamma d^2 .
\label{rough}
\end{equation}
The first-order argument is justified on the rough side, where pinning becomes weak at large scales. The stiffness in Eq.~\eqref{rough} must then be the macroscopic one, which contains the effect of pinning at smaller scales.

At 1000 K and 1 J/m\(^2\), Eq.~\eqref{rough} requires \(d<0.147\) nm. Whether a crystal satisfies this depends on the face, as the face-centred cubic lattice shows. Its points are \((a_0/2)(i,j,k)\) with \(i+j+k\) even. Along the normal \((1,1,3)\) their heights are \(a_0(i+j+3k)/(2\sqrt{11})\). The integer \(i+j+3k\) has the parity of \(i+j+k\), so it is even and the smallest step is 2. Hence \(d=a_0/\sqrt{11}\), and by the same argument \(d=a_0/\sqrt3\) along \((1,1,1)\).

For a copper-like lattice constant of 0.36 nm the two spacings are 0.109 nm and 0.208 nm. At the same temperature and stiffness the exponents are \(-1.68\) for (113) and \(+1.00\) for (111). The open (113) face satisfies the condition; a face with the (111) spacing would lock, and the estimate would not apply to it.

The (113) geometry also supplies the cutoff. The atomic volume is \(\Omega=a_0^3/4=0.01166\) nm\(^3\). One atom per layer then occupies the area \(\Omega/d\), so \(a=\sqrt{\Omega/d}=0.328\) nm.

Roughness at all sizes also sets a lower bound on the width. Equation~\eqref{rough} says \(kT/\Gamma>2d^2/\pi\), and with \(c=0\) Eq.~\eqref{main} becomes
\begin{equation}
w^2>\frac{d^2}{\pi^2}\ln\frac La .
\end{equation}
For the millimetre (113) surface this bound, which shifts slightly with \(c\), is 0.134 nm, reached at a stiffness of 1.84 J/m\(^2\). This limits the use of the anisotropic formula. Stiffnesses of 1 and 4 J/m\(^2\) have the geometric mean 2 J/m\(^2\) and would give \(w=0.128\) nm with \(c=0\), below the bound. Such a (113) surface would lock to a layer at 1000 K once it is large enough. Its exponent, \(2-1.84=0.16\), is small, however: over a millimetre the pinning energy grows only by the factor \((L/a)^{0.16}\approx11\). If pinning is weak at the atomic scale, the locking length can exceed a millimetre, and the surface then still shows the capillary width at that size. Whether 0.128 nm describes it depends on \(V\), which is not computed here.

\section{How long equilibrium takes}

Adding one atom, of volume \(\Omega\), changes the energy by \(\mu=\Omega\,\delta F/\delta h=-\Gamma\Omega\nabla^2h\). For a wave this is \(\Gamma\Omega q^2h_{\mathbf q}\): crests have the higher chemical potential and lose atoms. Three routes carry them away.

\emph{Surface diffusion.} With \(1/a^2\) mobile atoms per area and diffusivity \(D_s\), the current is \(-(D_s/a^2kT)\nabla\mu\). Conservation of volume gives \(\partial h/\partial t=(\Omega D_s/a^2kT)\nabla^2\mu\), and so the decay rate
\begin{equation}
r_s=Bq^4,\qquad B=\frac{D_s\Gamma\Omega^2}{a^2kT}.
\end{equation}

\emph{Bulk diffusion.} In the steady state \(\nabla^2\mu=0\) inside the crystal, so \(\mu\) decays with depth \(z\) as \(e^{-qz}\). The atom current leaving the surface is \(D_bq\mu/(\Omega kT)\), with \(D_b\) the bulk self-diffusivity. Multiplied by \(\Omega\) this gives \(r_b=D_b\Gamma\Omega q^3/kT\).

\emph{Evaporation and condensation.} In a closed uniform vapour at the equilibrium pressure \(P\), atoms of mass \(m\) arrive at the rate \(J=P/\sqrt{2\pi mkT}\) per area, and all are assumed to stick. The departing flux is \(Je^{\mu/kT}\), so the net loss is \(J\mu/kT\) for small \(\mu\), and \(r_v=J\Gamma\Omega^2q^2/kT\).

The rates add to \(r\). Thermal noise feeds each wave at a constant rate, so \(d\langle|h_{\mathbf q}|^2\rangle/dt=-2r\langle|h_{\mathbf q}|^2\rangle+\text{const}\). The constant must make Eq.~\eqref{eq} stationary. From a flat start,
\begin{equation}
\langle|h_{\mathbf q}|^2\rangle=\frac{kT}{\Gamma L^2q^2}\left(1-e^{-2rt}\right).
\label{relax}
\end{equation}

Take rough values for copper at 1000 K: \(D_s=10^{-6}\) cm\(^2\)/s, \(D_b=10^{-11}\) cm\(^2\)/s and \(P=10^{-8}\) Torr. For the millimetre wave the rates are
\[
r_s=1.4\times10^{-14},\qquad r_b=2.1\times10^{-13},\qquad r_v=5\times10^{-15}\ \text{s}^{-1}.
\]
Bulk diffusion is the fastest route at this length, and the relaxation time \(1/r\) is still \(4\times10^{12}\) s, about \(10^5\) years. The longest waves do not equilibrate in a laboratory.

The width after a time \(t\) follows from Eq.~\eqref{relax}. Keep surface diffusion alone, and let the lower limit of \(q\) go to zero, since the longest waves have hardly grown. With \(s=2Btq^4\), \(dq/q=ds/4s\), and \(S=2Bt\Lambda^4\),
\begin{align}
w^2(t)&=\frac{kT}{2\pi\Gamma}\int_0^\Lambda\frac{dq}{q}\left(1-e^{-2Btq^4}\right)
=\frac{kT}{8\pi\Gamma}\int_0^{S}\frac{1-e^{-s}}{s}\,ds\nonumber\\
&=\frac{kT}{8\pi\Gamma}\left[(1-e^{-S})\ln S-\int_0^{S}e^{-s}\ln s\,ds\right]
\approx\frac{kT}{8\pi\Gamma}\left[\ln S+\gamma_E\right].
\end{align}
The second line is an integration by parts. For \(S\gg1\) the last integral tends to \(-\gamma_E\), where \(\gamma_E=0.577\) is Euler's constant.

Here \(B=9.2\times10^{-30}\) m\(^4\)/s, and after one hour \(\ln S=34.4\). Then \(w^2=0.002197\times35.0/4=0.0192\) nm\(^2\) and \(w=0.139\) nm. Integrating with all three rates changes this by 0.0001 nm, so surface diffusion controls the growth of the width in the first hour. At the wavelength \(2\pi(2Bt)^{1/4}=3\) \(\mu\)m the exponent \(2Btq^4\) is 1, and the mean-square amplitude has reached \(1-e^{-1}\), or 63 percent, of its equilibrium value. At 2 \(\mu\)m it has reached more than 99 percent.

The hour-old width is already three quarters of the equilibrium one, because each decade of wavelength carries the same share of \(w^2\). If the surface was not flat at the start, its initial relief adds \(|h_{\mathbf q}(0)|^2e^{-2rt}\) to Eq.~\eqref{relax}. Relief on the millimetre scale then persists essentially unchanged.

\section{Gravity and steep slopes}

Gravity adds \(\frac12\rho gh^2\) per area, which replaces \(\Gamma q^2\) by \(\Gamma q^2+\rho g\). It matters for \(q\) below \(\sqrt{\rho g/\Gamma}\), the inverse of a capillary length. The density 9047 kg/m\(^3\), from the atomic mass and \(\Omega\), makes this length 3.4 mm. For \(L=1\) mm the smallest \(q\) is \(2\pi/L\), about 21 times larger than the inverse capillary length, and \(w\) falls by less than 0.01 percent. For a surface of one metre gravity would cut off the logarithm, and the gravity-free value of 0.22 nm would be an overestimate.

The small-slope assumption is weaker. From Eq.~\eqref{eq} every one of the \(L^2/a^2\) waves adds the same amount to the mean-square slope:
\begin{equation}
\langle|\nabla h|^2\rangle=\sum_{\mathbf q}q^2\frac{kT}{\Gamma L^2q^2}=\frac{kT}{\Gamma a^2}=0.13 .
\end{equation}
The rms slope at the atomic scale is 0.36, which is not small. To size the consequence, take an isotropic surface energy, for which \(f\propto\sqrt{1+p^2}\). Its second derivative along \(x\) is \((1+p_y^2)/(1+p^2)^{3/2}\). Averaged over Gaussian slopes with the above variance this is 0.90, so short waves soften the surface by about 10 percent.

If 1 J/m\(^2\) is the macroscopic stiffness, as assumed here, the softening is already included for long waves. If it were the bare value, \(w\) would rise to \(0.181/\sqrt{0.90}=0.19\) nm. This is a one-step estimate, since the slopes were not recomputed with the softened stiffness.

\section{Comparison}

\begin{center}
\begin{tabular}{lc}
Case (1000 K, 1 J/m\(^2\)) & \(w\) (nm)\\
\hline
Estimate, \(L=1\) mm & 0.181\\
Circular cutoff & 0.180\\
Full lattice sum & 0.183\\
Estimate, \(L=1\) \(\mu\)m & 0.133\\
One hour from flat, \(L=1\) mm & 0.139
\end{tabular}
\end{center}

The simple estimate agrees with both controlled sums to about 1 percent of \(w\). The stiffness is the more important input: at fixed \(T\), \(L\) and \(a\), \(w\propto\Gamma^{-1/2}\), so a 20 percent error in \(\Gamma\) shifts \(w\) by about 10 percent.

Set beside a real metal, 1 J/m\(^2\) is of the size of the surface energies of copper, silver and gold, roughly 1 to 2 J/m\(^2\), but for a crystal \(\gamma\) does not fix \(\gamma+\gamma''\). In a nearest-neighbour broken-bond model at zero temperature the (113) stiffness is zero for tilts across the close-packed rows and divergent, at a cusp, for tilts along them, so a real (113) face can be strongly anisotropic. The value 1 J/m\(^2\) stands for the geometric mean of the two stiffnesses, which Eq.~\eqref{rough} limits to 1.84 J/m\(^2\) on a rough face. It is a chosen round value and not a computed stiffness of copper (113), which depends on orientation through \(\gamma''\). The assumption that a real sample breaks most clearly is equilibrium at long wavelengths. For an initially flat surface and the rough diffusivities above, this lowers the width after one hour from 0.18 to 0.14 nm. For a surface prepared with long-wave relief, the relief itself can dominate, and the capillary width is then just the thermal part. In equilibrium that part is 1.7 layer spacings over a millimetre: the surface is rough in the sense that its width grows without limit as \(L\) increases, while gravity is neglected, yet its rms height is less than two layer spacings. The highest and lowest points of so large an area lie further out. The numerical output lists the inputs and intermediate values.

\section*{Computed results}
\begin{verbatim}
temperature T = 1000 K
thermal energy kT = 1.3806e-20 J = 0.08617 eV
stiffness G = 1.00 J/m^2 = 6.242 eV/nm^2
side L = 1.0 mm
cubic lattice constant (rough) = 0.36 nm
atomic volume = 0.01166 nm^3
(113) layer spacing d = 0.1085 nm
(111) layer spacing = 0.2078 nm
cutoff length a = 0.3278 nm
L/a = 3.0506e+06
ln(L/a) = 14.931
kT/(2 pi G) = 0.002197 nm^2
w^2 with c = 0: 0.03281 nm^2
WIDTH w with c = 0: 0.1811 nm
c, circular cutoff = -0.161
w, circular cutoff = 0.1802 nm
c, square lattice = 0.306
w, square lattice, full sum = 0.1830 nm
lattice sites per side in full sum = 3050558
w for L = 1 micrometre: 0.1328 nm
w for L = 1 m: 0.2191 nm
rms amplitude A of longest cosine wave = 0.0264 nm
w/d for (113) = 1.67
largest spacing that is rough = 0.1473 nm
pinning exponent, (113) spacing = -1.681
pinning exponent, (111) spacing = 0.996
largest stiffness for rough (113) = 1.841 J/m^2
smallest w for rough (113) = 0.1335 nm
w if one principal stiffness is 4 J/m^2 = 0.1281 nm
surface diffusivity (rough) = 1.0e-06 cm^2/s
bulk diffusivity (rough) = 1.0e-11 cm^2/s
vapour pressure (rough) = 1.0e-08 Torr
surface-diffusion coefficient B = 9.170e-30 m^4/s
longest wave, surface-diffusion rate = 1.43e-14 1/s
longest wave, bulk-diffusion rate = 2.10e-13 1/s
longest wave, evaporation rate = 5.42e-15 1/s
longest wave, relaxation time = 4.36e+12 s = 1.38e+05 years
wavelength equilibrated in 1 hour = 3.18 micrometre
w after 1 hour from flat, all rates = 0.1388 nm
w after 1 hour, surface diffusion only = 0.1387 nm
density from mass and volume = 9047 kg/m^3
gravity capillary length = 3.36 mm
change of w by gravity = -0.00721 percent
mean square slope at atomic scale = 0.1285
rms slope at atomic scale = 0.358
stiffness factor from finite slope = 0.8982
w if 1 J/m^2 were the bare value = 0.1911 nm
\end{verbatim}
